# Why the Logarithmic-Derivative Loss Estimate Sharpens and Raises Debye Peaks: a program that tests the result

```python
# Result under test: the loss estimate E = -(pi/2) d(eps')/d(ln omega) is the
# true loss before blurring by a positive unit-area kernel in ln(omega).
# For a Debye process its maximum is pi/2 times the true maximum.
# Symbols: x = omega*tau, u = ln x, eps = eps' + i eps'' (time factor
# exp(-i omega t)), strength = low- minus high-frequency permittivity.
# Example: Na ions hopping beside Al impurities in quartz, rough inputs.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

pi = np.pi


def debye(x):
    return 1 / (1 - 1j * x)


def decay_transform(x):
    """Fourier integral of the normalized decay exp(-t), t in units of tau."""
    parts = [quad(lambda t: np.exp(-t), 0, 40, weight=w, wvar=x,
                  epsabs=1e-12, epsrel=1e-12, limit=200)[0]
             for w in ("cos", "sin")]
    return parts[0] + 1j * parts[1]


def estimate(eps, u, h=1e-3):
    """Loss estimate from central differences of eps' in ln(omega)."""
    rise = np.real(eps(np.exp(u + h))) - np.real(eps(np.exp(u - h)))
    return -pi / 2 * rise / (2 * h)


# Driven two-site master equation against the Debye response
drive = 0.01
for x in (0.3, 1.0, 3.0):
    def hop(t, p, x=x):
        y = drive * np.cos(x * t)
        return 0.5 * np.exp(y) * (1 - p) - 0.5 * np.exp(-y) * p
    period = 2 * pi / x
    start = period * np.ceil(25 / period)
    times = start + period * np.arange(400) / 400
    run = solve_ivp(hop, (0, start + period), [0.5], t_eval=times,
                    rtol=1e-9, atol=1e-12)
    polar = 2 * run.y[0] - 1
    lock_in = 2 * np.mean(polar * np.exp(1j * x * times)) / drive
    assert abs(lock_in - debye(x)) < 1e-3
    assert abs(decay_transform(x) - debye(x)) < 1e-9

# Maxima, widths and crossings from the Fourier integral of the decay


def true_loss(u):
    return decay_transform(np.exp(u)).imag


def est_loss(u):
    return estimate(decay_transform, u)


def peak_and_width(curve):
    best = minimize_scalar(lambda u: -curve(u), bounds=(-1, 1.3),
                           method="bounded", options={"xatol": 1e-6})
    top = -best.fun
    right = brentq(lambda u: curve(u) - top / 2, best.x, 4)
    left = brentq(lambda u: curve(u) - top / 2, -4, best.x)
    return best.x, top, (right - left) / np.log(10)


u_true, top_true, width_true = peak_and_width(true_loss)
u_est, top_est, width_est = peak_and_width(est_loss)
ratio = top_est / top_true
assert abs(u_true) < 2e-3 and abs(u_est) < 2e-3
assert abs(top_true - 0.5) < 1e-6 and abs(top_est - pi / 4) < 1e-5
assert abs(ratio - pi / 2) < 1e-5
assert abs(width_true - 2 * np.log10(2 + np.sqrt(3))) < 1e-4
assert abs(width_est - 2 * np.log10(1 + np.sqrt(2))) < 1e-4
for u in (-2.0, -0.7, 0.4, 1.5):
    assert abs(est_loss(u) - pi * true_loss(u) ** 2) < 1e-5
x_high = np.exp(brentq(lambda u: est_loss(u) - true_loss(u), 0.3, 3))
x_low = np.exp(brentq(lambda u: est_loss(u) - true_loss(u), -3, -0.3))
assert abs(x_high - (pi + np.sqrt(pi**2 - 4)) / 2) < 1e-4
assert abs(x_low - (pi - np.sqrt(pi**2 - 4)) / 2) < 1e-4
wing_ratio = est_loss(np.log(0.01)) / true_loss(np.log(0.01))
assert abs(wing_ratio - pi * 0.01 / (1 + 0.01**2)) < 1e-5

# Areas and variances on the ln(omega) axis
grid = np.linspace(-30, 30, 12001)
step = grid[1] - grid[0]
curves = (debye(np.exp(grid)).imag, estimate(debye, grid))
areas = [c.sum() * step for c in curves]
variances = [(c * grid**2).sum() * step / a for c, a in zip(curves, areas)]
assert np.allclose(areas, pi / 2, atol=1e-5)
assert np.allclose(variances, [pi**2 / 4, pi**2 / 12], atol=1e-4)

# Blurring kernel


def kernel(v):
    return -2 / pi**2 * np.log(np.tanh(v / 2))


def half_line(f):
    return (quad(f, 0, 2, epsabs=1e-9, limit=200)[0]
            + quad(f, 2, 35, epsabs=1e-9, limit=200)[0])


kernel_area = 2 * half_line(kernel)
kernel_var = 2 * half_line(lambda v: v * v * kernel(v))
peak_average = 2 * half_line(lambda v: kernel(v) / np.cosh(v) ** 2)
assert abs(kernel_area - 1) < 1e-7
assert abs(kernel_var - pi**2 / 6) < 1e-7
assert abs(peak_average - 2 / pi) < 1e-7
damping = {}
for k in (1.0, 2.0):
    damping[k] = 2 * half_line(lambda v: kernel(v) * np.cos(k * v))
    assert abs(damping[k] - np.tanh(pi * k / 2) / (pi * k / 2)) < 1e-6


def cole_cole(a):
    return lambda x: 1 / (1 + (-1j * x) ** a)


def oscillator(x):
    return 1 / (1 - x * x - 0.5j * x)


for eps in (debye, cole_cole(0.6), oscillator):
    for u in (-1.0, 0.0, 0.8):
        blurred = half_line(lambda v: kernel(v) * (estimate(eps, u + v)
                                                   + estimate(eps, u - v)))
        assert abs(blurred - eps(np.exp(u)).imag) < 2e-5

fine = np.linspace(-12, 12, 4801)


def grid_ratio(eps):
    return estimate(eps, fine).max() / eps(np.exp(fine)).imag.max()


assert grid_ratio(oscillator) > 1
cole_ratios = {a: grid_ratio(cole_cole(a)) for a in (0.8, 0.5, 0.2)}
for a, value in cole_ratios.items():
    assert abs(value - pi * a / (2 * np.sin(pi * a / 2))) < 1e-4

# Worked example: rough inputs
temperature = 35.0        # K
barrier = 0.06            # eV
hop_nm = 0.2              # nm
density_cm3 = 1e18        # cm^-3
tau0 = 1e-13              # s
eps_inf = 4.5
sodium_mass = 22.99       # atomic mass units
field_MV_cm = 0.001       # measuring field, MV/cm
kT = const.k * temperature / const.e
tau = tau0 * np.exp(barrier / kT)
f_peak = 1 / (2 * pi * tau)
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
density = density_cm3 * 1e6
hop_m = hop_nm * 1e-9
strength = (pi * density * bohr**3 * (hop_m / bohr) ** 2
            / (3 * kT / hartree_eV))
# Same strength from Boltzmann populations at finite field, random axes
moment = const.e * hop_m / 2
field = field_MV_cm * 1e8


def axis_polarization(c):
    y = moment * field * c / (kT * const.e)
    plus, minus = np.exp(y), np.exp(-y)
    return 0.5 * c * moment * (plus - minus) / (plus + minus)


mean_moment = quad(axis_polarization, -1, 1, epsabs=0, epsrel=1e-10)[0]
strength_direct = density * mean_moment / (const.epsilon_0 * field)
assert abs(strength_direct / strength - 1) < 1e-4

# Spreads of barriers and of site bias


def spread_ratio(weights, log_tau):
    u = np.linspace(-4, 4, 1601)
    w = weights / weights.sum()

    def eps(x):
        return debye(x[:, None] * np.exp(log_tau)) @ w
    loss, est = eps(np.exp(u)).imag, estimate(eps, u)
    assert np.all(est <= pi / 2 * loss + 1e-8)
    result = est.max() / loss.max()
    assert 1 < result < pi / 2
    return result


z = np.linspace(-6, 6, 401)
gauss = np.exp(-z**2 / 2)
barrier_ratios = {s: spread_ratio(gauss, z * s * 1e-3 / kT) for s in (1, 3)}
half_bias = z * 3e-3 / (2 * kT)
bias_ratio = spread_ratio(gauss / np.cosh(half_bias) ** 2,
                          -np.log(np.cosh(half_bias)))
b = 0.7  # test value of bias/(2 kT)


def imbalance(y):
    p = np.exp([b + y, -b - y])
    return (p[0] - p[1]) / p.sum()


slope = (imbalance(1e-4) - imbalance(-1e-4)) / 2e-4
assert abs(slope - 1 / np.cosh(b) ** 2) < 1e-6
up, down = 0.5 * np.exp(b), 0.5 * np.exp(-b)
rates = np.linalg.eigvals(np.array([[-up, down], [up, -down]]))
assert abs(-rates.real.min() - np.cosh(b)) < 1e-10

# Coarse sampling, five frequencies per decade
h_coarse = np.log(10) / 5
coarse_factor = estimate(decay_transform, 0.0, h_coarse) / top_est
assert abs(coarse_factor - np.tanh(h_coarse) / h_coarse) < 1e-5

# Local field of Lorentz type


def local_field_eps(x):
    s = (eps_inf - 1) / (eps_inf + 2) + strength * debye(x) / 3
    return (1 + 2 * s) / (1 - s)


local_strength = local_field_eps(0.0).real - eps_inf
L = (eps_inf + 2) / 3
assert abs(local_strength - L**2 * strength / (1 - L * strength / 3)) < 1e-10
assert abs(grid_ratio(local_field_eps) - pi / 2) < 1e-4
tau_stretch = 1 / (1 - L * strength / 3)
x_local = np.exp(minimize_scalar(
    lambda u: -local_field_eps(np.exp(u)).imag, bounds=(-1, 1),
    method="bounded", options={"xatol": 1e-8}).x)
assert abs(x_local * tau_stretch - 1) < 1e-4

# Tunnelling near the top of a quartic double-well barrier
mass = sodium_mass * const.atomic_mass


def well(q):
    return barrier * const.e * (1 - (2 * q / hop_m) ** 2) ** 2


dq = 1e-3 * hop_m
curvature = -(well(dq) - 2 * well(0) + well(-dq)) / dq**2
assert abs(curvature / (16 * barrier * const.e / hop_m**2) - 1) < 1e-4
quantum_eV = const.hbar * np.sqrt(curvature / mass) / const.e
crossover = quantum_eV * const.e / (2 * pi * const.k)
q_ratio = quantum_eV / kT
tunnel_factor = quad(lambda w: np.exp(-w) / (1 + np.exp(-2 * pi * w / q_ratio)),
                     -barrier / kT, 60, epsabs=1e-10, limit=300)[0]
assert crossover < temperature
assert abs(tunnel_factor - q_ratio / 2 / np.sin(q_ratio / 2)) < 1e-6

# Dipole coupling at the mean distance, and field energy, against kT
distance = density ** (-1 / 3)
coupling = moment**2 / (4 * pi * const.epsilon_0 * eps_inf * distance**3)
coupling_kT = coupling / (kT * const.e)
field_kT = moment * field / (kT * const.e)
assert coupling_kT < 0.01 and field_kT < 0.01

print("INPUTS (rough, Na beside Al in quartz)")
print(f"temperature: {temperature:.0f} K")
print(f"barrier: {barrier:.3f} eV")
print(f"hop length: {hop_nm:.2f} nm")
print(f"density of centres: {density_cm3:.1e} cm^-3")
print(f"prefactor time: {tau0:.1e} s")
print(f"background permittivity: {eps_inf:.2f} (no unit)")
print(f"sodium mass: {sodium_mass:.2f} u")
print(f"measuring field: {field_MV_cm:.4f} MV/cm")
print("DEBYE PEAK")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"relaxation time: {tau:.4e} s")
print(f"peak frequency: {f_peak:.1f} Hz")
print(f"relaxation strength: {strength:.6f} (no unit)")
print(f"true maximum loss: {strength * top_true:.6f} (no unit)")
print(f"estimated maximum loss: {strength * top_est:.6f} (no unit)")
print(f"ratio of maxima: {ratio:.5f} (no unit)")
print(f"full width at half maximum, true: {width_true:.4f} decades")
print(f"full width at half maximum, estimate: {width_est:.4f} decades")
print(f"crossings, omega*tau: {x_low:.4f} and {x_high:.4f} (no unit)")
print(f"crossing frequencies: {x_low*f_peak:.1f} and {x_high*f_peak:.1f} Hz")
print(f"estimate/true at omega*tau = 0.01: {wing_ratio:.5f} (no unit)")
print(f"areas/strength, true and estimate: {areas[0]:.5f}, {areas[1]:.5f}")
print(f"variances in ln omega: {variances[0]:.4f}, {variances[1]:.4f}")
print("BLURRING KERNEL")
print(f"area: {kernel_area:.6f}; variance: {kernel_var:.4f} (no unit)")
print(f"kernel average of sech^2 at the peak: {peak_average:.5f} (no unit)")
for k, value in damping.items():
    print(f"Fourier damping at k = {k:.0f}: {value:.4f} (no unit)")
print("BROADER PEAKS: RATIO OF MAXIMA")
for a, value in cole_ratios.items():
    print(f"Cole-Cole exponent {a:.1f}: {value:.4f} (no unit)")
print("NEGLECTED EFFECTS")
for s, value in barrier_ratios.items():
    print(f"ratio, barrier spread (rms) {s} meV: {value:.4f} (no unit)")
print(f"ratio, site-bias spread (rms) 3 meV: {bias_ratio:.4f} (no unit)")
print(f"maximum factor, 5 points per decade: {coarse_factor:.4f} (no unit)")
print(f"ratio, 5 points per decade: {ratio * coarse_factor:.4f} (no unit)")
print(f"strength with local field: {local_strength:.6f} (no unit)")
print(f"relaxation-time factor, local field: {tau_stretch:.4f} (no unit)")
print(f"barrier-top quantum: {quantum_eV:.6f} eV")
print(f"tunnelling crossover temperature: {crossover:.2f} K")
print(f"hopping-rate factor from tunnelling: {tunnel_factor:.4f} (no unit)")
print(f"dipole coupling / kT: {coupling_kT:.2e} (no unit)")
print(f"field energy / kT: {field_kT:.2e} (no unit)")
print("tests ok")
```

It prints:

```
INPUTS (rough, Na beside Al in quartz)
temperature: 35 K
barrier: 0.060 eV
hop length: 0.20 nm
density of centres: 1.0e+18 cm^-3
prefactor time: 1.0e-13 s
background permittivity: 4.50 (no unit)
sodium mass: 22.99 u
measuring field: 0.0010 MV/cm
DEBYE PEAK
thermal energy kT: 0.003016 eV
relaxation time: 4.3613e-05 s
peak frequency: 3649.2 Hz
relaxation strength: 0.019999 (no unit)
true maximum loss: 0.009999 (no unit)
estimated maximum loss: 0.015707 (no unit)
ratio of maxima: 1.57080 (no unit)
full width at half maximum, true: 1.1439 decades
full width at half maximum, estimate: 0.7656 decades
crossings, omega*tau: 0.3594 and 2.7822 (no unit)
crossing frequencies: 1311.7 and 10152.7 Hz
estimate/true at omega*tau = 0.01: 0.03141 (no unit)
areas/strength, true and estimate: 1.57080, 1.57080
variances in ln omega: 2.4674, 0.8225
BLURRING KERNEL
area: 1.000000; variance: 1.6449 (no unit)
kernel average of sech^2 at the peak: 0.63662 (no unit)
Fourier damping at k = 1: 0.5839 (no unit)
Fourier damping at k = 2: 0.3171 (no unit)
BROADER PEAKS: RATIO OF MAXIMA
Cole-Cole exponent 0.8: 1.3213 (no unit)
Cole-Cole exponent 0.5: 1.1107 (no unit)
Cole-Cole exponent 0.2: 1.0166 (no unit)
NEGLECTED EFFECTS
ratio, barrier spread (rms) 1 meV: 1.5006 (no unit)
ratio, barrier spread (rms) 3 meV: 1.2849 (no unit)
ratio, site-bias spread (rms) 3 meV: 1.5625 (no unit)
maximum factor, 5 points per decade: 0.9348 (no unit)
ratio, 5 points per decade: 1.4684 (no unit)
strength with local field: 0.095258 (no unit)
relaxation-time factor, local field: 1.0147 (no unit)
barrier-top quantum: 0.006606 eV
tunnelling crossover temperature: 12.20 K
hopping-rate factor from tunnelling: 1.2319 (no unit)
dipole coupling / kT: 1.06e-03 (no unit)
field energy / kT: 3.32e-03 (no unit)
tests ok
```
